Why longitudinal-transverse splitting need not be a complete polariton stop band

Suppose the surface of a thick, cold semiconductor crystal is to serve as a mirror in the narrow interval between the transverse and longitudinal energies of its exciton. If that interval is taken for a complete stop band, the calculation without damping gives a reflectance of 1. For the CdTe-like crystal treated below, the same calculation with the exciton's finite mass restored, and the exciton polarization assumed to vanish at the surface, gives 0.43 at mid-interval. With these parameters more than half of the incident power enters the crystal, carried by a mode that the first calculation does not contain. The share depends on the mass and the splitting chosen; the existence of the mode does not.

**The belief and its basis**

The belief is that no transverse wave can propagate between the transverse energy E_T and the longitudinal energy E_L. It rests on a correct calculation for an exciton that cannot move. To see what motion changes, keep it from the start.

Let the electric field F and the exciton polarization P be transverse and vary as exp(ikz − iEt/ħ), where E is the photon energy. An exciton of translational mass M has energy E_T + ħ²k²/2M. Its square is

(E_T + ħ²k²/2M)² ≈ E_T² + Bk², B = E_T ħ²/M,

where the square of the kinetic energy has been dropped. The exciton responds as a driven oscillator with this squared energy:

(E_T² + Bk² − E²) P = ε₀ε_b Δ F.

Here ε_b is the background dielectric constant and Δ is a coupling strength independent of k. Damping is absent for now. Maxwell's equations give

k²F = (E/ħc)² (ε_b F + P/ε₀).

Define q² = ε_b E²/(ħc)², D = E² − E_T² and x = k². Eliminating P gives

x = q² [1 + Δ/(Bx − D)],

and multiplication by Bx − D gives

(x − q²)(Bx − D) = q²Δ. (1)

A longitudinal wave requires the square bracket to vanish, so D = Δ + Bx. At k = 0 this means E² = E_T² + Δ, which identifies Δ = E_L² − E_T².

For infinite mass, B = 0, and equation (1) becomes −D(x − q²) = q²Δ, or

x = q²(D − Δ)/D. (2)

Between E_T and E_L we have 0 < D < Δ, so x is negative and k is imaginary. This is the stop band. The error lies in carrying the result over to finite mass: setting B = 0 lowers the degree of equation (1) from two to one and so discards a root.

**The root that was discarded**

For B > 0, expand equation (1), collect powers of x and divide by B:

x² − sx + p = 0,
s = q² + D/B,
p = q²(D − Δ)/B = q²(E² − E_L²)/B. (3)

The product of the roots is p. Below E_L it is negative, so the discriminant s² − 4p is positive and the roots are real with opposite signs. Exactly one is positive. Nothing here required E to lie below E_T, so the conclusion holds throughout 0 < E < E_L. At E_L, p = 0 and the roots are 0 and

k² = q² + Δ/B. (4)

Above E_L, both s and p are positive. The discriminant can be rewritten as

s² − 4p = (q² − D/B)² + 4q²Δ/B, (5)

which is positive, so there are two propagating modes.

To identify the mode below E_L, fix k and solve for W = E². With a = (ħc)²/ε_b, so that q² = W/a, multiplying equation (1) by a gives

f(W) = (ax − W)(E_T² + Bx − W) − WΔ = 0.

For k > 0, f is positive at W = 0. It equals −WΔ, which is negative, at both W = ax and W = E_T² + Bx. Hence one root lies below both of these values and the other above both, and the branches never touch. The product of the two roots is ax(E_T² + Bx) and their sum is ax + E_T² + Bx + Δ. Since the upper root is smaller than the sum, the lower root obeys

W₋ > ax(E_T² + Bx)/(ax + E_T² + Bx + Δ).

The right side grows without limit as x increases, while W₋ goes to zero as x does. By continuity the lower branch takes every positive energy. Below E_L only one k is available at each energy, so the mode found there is the lower-branch mode, and its energy rises with k.

**Numbers**

Take rough values typical of cold CdTe: E_T = 1.6 eV, a splitting of 0.5 meV, ε_b = 10, and electron and heavy-hole masses of 0.1 and 0.5 free-electron masses, so M = 0.6. Then B = 0.2032 eV² nm² and Δ = 1.600×10⁻³ eV².

At mid-splitting, D = 8.00×10⁻⁴ eV² and q² = 6.58×10⁻⁴ nm⁻². Equation (3) gives

s = 6.58×10⁻⁴ + 3.94×10⁻³ = 4.60×10⁻³ nm⁻²,
p = −2.59×10⁻⁶ nm⁻⁴.

The positive root is x = 5.10×10⁻³ nm⁻², so k = 0.0714 nm⁻¹ and the wavelength in the crystal is 88 nm. The refractive index n = kħc/E is 8.81. The negative root gives an evanescent wave of index 2.78i. At E_L, equation (4) gives k = 0.0924 nm⁻¹.

As an independent test, the equations of motion were diagonalized over a range of k and the modes counted at 41 energies inside the splitting. Each energy had one mode for M = 0.6 and none for infinite mass.

**The mode carries energy**

A real k would matter little if the wave transported nothing. In the time domain the oscillator equation reads

P̈ + (E_T/ħ)²P − (B/ħ²)P″ = ε₀ε_b(Δ/ħ²)F,

where dots are time derivatives and primes are derivatives along z. Multiply by Ṗ and use

−P″Ṗ = −(P′Ṗ)′ + P′Ṗ′.

The last term is the time derivative of P′²/2, a stored energy. The term before it is the divergence of a flux. Dividing by ε₀ε_bΔ/ħ², so that the right side becomes the power FṖ given to the excitons, yields the mechanical flux

S_ex = −B P′Ṗ/(ε₀ε_bΔ).

For a wave of amplitude P₀ its time average is B k(E/ħ)P₀²/(2ε₀ε_bΔ). The electromagnetic flux is ε₀cnF₀²/2. With P₀ = ε₀χF₀ and χ = n² − ε_b, the ratio of the two is

g = BE²χ²/[(ħc)²ε_bΔ].

At mid-splitting χ = 67.6 and g = 3.8, so 79% of the power travels as exciton motion.

The averaged energy density, from the electric, magnetic and exciton terms in turn, is

U = (ε₀F₀²/4)[ε_b + n² + (E² + E_T² + Bk²)χ²/(ε_bΔ)].

The bracket is about 1.46×10⁶, almost all of it from the excitons. Total flux divided by U is therefore

v/c = 2n(1 + g)/1.46×10⁶ = 2(8.81)(4.82)/1.46×10⁶ = 5.8×10⁻⁵.

The slope of the diagonalized branch gives the same value, about 1.7×10⁴ m/s. The mode is slow, but it propagates.

**How much light enters**

At a surface two waves are excited, so the continuity of the electric and magnetic fields must be supplemented. Assume Pekar's condition, P = 0 at the surface. For normal incidence from vacuum with unit amplitude,

1 + r = F₁ + F₂,
1 − r = n₁F₁ + n₂F₂,
χ₁F₁ + χ₂F₂ = 0.

The last line makes F₁ and F₂ proportional to χ₂ and −χ₁. Hence the effective index (1 − r)/(1 + r) is

n_eff = (n₁χ₂ − n₂χ₁)/(χ₂ − χ₁) = (n₁n₂ + ε_b)/(n₁ + n₂),

after a common factor n₂ − n₁ cancels. With n₁ = 8.81 and n₂ = 2.78i, n_eff = 1.83 + 2.20i and

R = |1 − n_eff|²/|1 + n_eff|² = 5.53/12.85 = 0.43.

At E_L, n₂ = 0 and n_eff = ε_b/n₁ = 0.88. This is close to the vacuum index, and R falls to 0.004. So low a value requires negligible damping: the width of 0.1 meV used below for a cold crystal raises it to 0.08.

The stop band returns smoothly as the mass grows. Write

n_eff = n₂ + (ε_b − n₂²)/(n₁ + n₂).

At fixed energy inside the splitting, n₂ tends to the imaginary index iκ given by equation (2), while n₁ grows as √M because x₁ approaches D/B. To leading order,

1 − R = 4 Re n_eff/|1 + n_eff|² ≈ 4(ε_b + κ²)/[n₁(1 + κ²)] ∝ M^(−1/2).

The propagating mode persists for every finite mass, but light couples to it ever more weakly. A hundredfold mass lowers the transmitted share from 57% to 9.0%. That is less than the tenfold drop of the asymptotic law, because the starting mass is too small for the law to hold: with κ = 3.16 and the limiting n₁ = 7.74 from x₁ = D/B it would give 94% there instead of 57% (83% if the exact n₁ = 8.81 is inserted), whereas at the hundredfold mass it gives 9.4%, close to the true value. Such masses are a formal limit, since k eventually leaves the range where a parabolic exciton band makes sense.

**Why the sign of the mass matters**

Let B = −b with b > 0. Inside the splitting p = q²(Δ − D)/b is positive, so positive roots require s = q² − D/b > 0, that is D < bq². By equation (5) they also require

(q² + D/b)² ≥ 4q²Δ/b.

But D < bq² makes the left side smaller than 4q⁴. If bq² < Δ, then 4q⁴ is smaller than 4q²Δ/b, and the two requirements contradict each other. The gap is then complete. Reversing the sign of M in the example gives bq²/Δ = 0.08 at E_L, and the mode count is zero at all 41 energies.

If instead bq² > Δ at E_L, then just below E_L p is small and s is positive, so two propagating modes appear. Negative mass alone therefore does not guarantee a complete gap.

**Damping and the real crystal**

A damping width γ replaces D by D + iγE. The roots of equation (3) coincide when expression (5) vanishes:

D + iγE = Bq² ± 2iq√(BΔ).

The imaginary part, with q = √ε_b E/ħc, gives the critical width

γ_c = 2√(ε_bBΔ)/(ħc) = 0.58 meV.

Following the photon-like root upward through the resonance shows what changes there. At 0.9γ_c it ends, 5 meV above E_T, as an exciton-like wave with Re k² = 119q². At 1.1γ_c it remains photon-like, with 0.90q².

With damping, k is complex and propagation becomes a question of distance. For γ = 0.1 meV, a rough value for a good cold crystal, the energy at mid-splitting decays over 114 nm, compared with 20 nm for infinite mass at the same damping. In a layer much thicker than 114 nm, little of this energy reaches the far side. The same damping lowers the mid-splitting reflectance of a thick crystal from 0.43 to 0.37 with P = 0 at the surface, and from 1 to 0.80 for infinite mass.

For γ = 10 meV, a rough room-temperature width, the finite mass changes k by only 0.04%. The infinite-mass formula is then adequate, but it no longer describes a stop band. Since γE far exceeds both D and Δ,

k² ≈ q²(1 + iΔ/γE) ≈ q²(1 + 0.1i),

which is an ordinary absorbing medium with a decay length of 390 nm. Real CdTe at 300 K departs further from the model. The thermal energy of 26 meV exceeds the estimated exciton binding energy of 11 meV, and the band gap shrinks by roughly 0.1 eV, so absorption that creates free electrons and holes, omitted here, must be added.

In the cold crystal the model also omits the light-hole exciton, for which a hole mass of 0.12 free-electron masses is taken. At the wave number reached at E_L its kinetic energy is 1.5 meV, against 0.5 meV for the heavy one, and the difference exceeds the splitting itself. It does not restore the gap. With several excitons of positive mass sharing the same E_T, equation (1) becomes

x − q² − Σ q²Δ_j/(B_jx − D) = 0.

Just beyond the largest pole x = D/B_j the left side starts at −∞, and it rises to +∞ at large x, so it must cross zero. Dividing Δ between heavy and light excitons in the ratio 3:1 gives two modes at each of the 41 energies. At mid-splitting they have k = 0.070 and 0.040 nm⁻¹. If both exciton polarizations vanish at the surface, the undamped reflectance at mid-splitting is 0.39 instead of 0.43. This estimate still leaves out valence-band warping and the mixing of the two excitons. Warping matters for the numbers: the heavy-hole mass depends on direction and is larger along [111] than along [100]. In the one-exciton model with P = 0, the undamped mid-splitting reflectance rises from 0.43 at M = 0.6 to 0.49 at M = 0.9 and 0.53 at M = 1.2, passing one half at M ≈ 0.96. For a splitting of 0.65 meV it passes one half at M ≈ 0.74.

The reflectance also depends strongly on the surface condition. If the slope of P, rather than P itself, vanishes at the surface, the third boundary equation becomes n₁χ₁F₁ + n₂χ₂F₂ = 0, and the undamped R at mid-splitting rises from 0.43 to 0.92. If P = 0 is kept but moved behind an exciton-free layer one exciton radius thick, 6.4 nm, the layer adds a phase of about 0.16 rad per pass and R falls to about 0.33. How much light enters is thus a property of the surface as well as of the bulk. The existence of the bulk mode is not affected, since it follows from the sign of p in equation (3). The remaining values are listed in the numerical output below.

Table of computed values

```
E_T = 1.6000 eV; E_L = 1.6005 eV
splitting = 0.50 meV; eps_b = 10.0
electron, heavy, light hole mass = 0.1, 0.5, 0.12 m0
heavy exciton mass M = 0.60 m0
B = 0.20320 eV^2 nm^2; Delta = 1.6002e-03 eV^2
q at E_L = 0.02565 1/nm
energies scanned inside splitting = 41
modes per energy, M>0: 1 to 1
modes per energy, M infinite: 0 to 0
modes per energy, M<0: 0 to 0
modes 0.2 meV below E_T, above E_L: 1, 2
negative mass |B|q^2/Delta at E_L = 0.0835
modes at 97% of splitting, ratio 5/3: 2
E_T: k = 0.05126 1/nm; wavelength = 122.6 nm
middle: k = 0.07143 1/nm; wavelength = 88.0 nm
E_L: k = 0.09238 1/nm; wavelength = 68.0 nm
middle energy = 1.60025 eV
middle: propagating index n1 = 8.808
middle: evanescent index n2 = 2.778 i
middle: infinite-mass index = 3.163 i
middle: group velocity = 1.7391e+04 m/s
middle: group velocity / c = 5.801e-05
middle: mechanical/EM flux g = 3.815
middle: mechanical flux share = 79.2 %
reflectance at E_T, middle, E_L = 0.4604, 0.4305, 0.0042
middle: transmitted share = 56.9 %
middle: infinite-mass reflectance = 1.0000
middle: transmitted share, 100 M = 8.96 %
transmission ratio, 1e6 M to 1e8 M = 9.996
critical damping gamma_c = 0.5780 meV
followed k^2/q^2 at E_T+5 meV, 0.9 gamma_c = 119.31
followed k^2/q^2 at E_T+5 meV, 1.1 gamma_c = 0.900
cold, 300 K damping = 0.1, 10.0 meV
cold energy decay length, finite M = 114.2 nm
cold energy decay length, infinite M = 19.9 nm
300 K energy decay length = 390.0 nm
300 K k change from infinite M = 0.042 %
two-exciton modes per energy: 2 to 2
two-exciton middle k = 0.06991, 0.04029 1/nm
exciton binding = 11.34 meV; radius = 6.35 nm
1s to 2s distance = 8.50 meV
thermal energy 10 K, 300 K = 0.862, 25.85 meV
heavy exciton kinetic energy at k(E_L) = 0.542 meV
light exciton kinetic energy at k(E_L) = 1.478 meV
dropped kinetic-square shift = 0.0918 microeV
surface-layer phase q*radius = 0.163 rad
```
